# A finite MP2 energy in a jellium cell proves no metallic limit

## The argument under review

The argument runs as follows. Fourteen electrons in a periodic box with a uniform neutralizing background, at $r_s=4$ bohr, have a second-order correlation energy of $-0.0481$ hartree per electron when kinetic energies are used in the denominators. The sum has no singular term. In a cell of 54 electrons the direct part changes by only 0.4%, from $-0.0718$ to $-0.0715$ hartree. The 14-electron total also lies within 3% of the energy of the random-phase approximation (RPA) for the infinite gas, $-0.0468$ hartree. The author concludes that second-order Møller–Plesset theory (MP2) works for metals.

The numbers are those of sums cut off at transfers of three Fermi wavevectors (table below). The omitted tails, about $-0.002$ hartree in the direct part and $+0.001$ hartree in the exchange part, alter their last digits, so the two percentages hold only for the truncated sums. The question is whether they say anything about a large cell.

## What a finite cell guarantees

Take a cube of side $L$, volume $V=L^3$, with $N$ electrons filling closed shells of plane waves, two spins per orbital. Hartree atomic units are used and energies are per electron. The background removes the transfer $\mathbf q=0$.

Momentum conservation forbids single excitations. With $A=\langle ij|ab\rangle$ and $B=\langle ij|ba\rangle$, the double excitations give

$$-\frac14\sum_{ijab}\frac{(A-B)^2}{\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j}
=-\frac12\sum_{ijab}\frac{A(A-B)}{\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j},$$

because exchanging the labels $a,b$ turns $B^2$ into $A^2$. Spin sums give a factor 4 for $A^2$ and 2 for $AB$. For $\mathbf k\to\mathbf k+\mathbf q$ and $\mathbf p\to\mathbf p-\mathbf q$ one has $A=v_q/V$, with $v_q=4\pi/q^2$, and therefore

$$E_2=-\frac1N\sum_{\mathbf q\ne0}\sum_{\mathbf k,\mathbf p}
\frac{2v_q^2-v_qv_x}{V^2(\Delta_k+\Delta_p)},\qquad
v_x=\frac{4\pi}{|\mathbf p-\mathbf q-\mathbf k|^2}.$$

Here $\mathbf k,\mathbf p$ are occupied, both final states are empty, and $\Delta$ is the excitation energy of each electron.

In a closed-shell cell every kinetic $\Delta$ is positive. For the Hartree–Fock levels used below, which include a Madelung shift of the occupied states, $\Delta$ was positive in every cell computed; without that shift it need not be. The smallest transfer is $q_{\min}=2\pi/L$. At large $q$ the summand falls as $q^{-4}q^{-2}$, so the three-dimensional sum converges there. With positive $\Delta$ the result is finite for any such $L$, whether or not a limit exists. Finiteness tests nothing; the small transfers that enter as $L$ grows must be examined.

## The direct term at small transfer

Use first $\Delta_k=\mathbf k\cdot\mathbf q+q^2/2$, the kinetic choice. Let $k_F$ be the Fermi wavevector and $\mu$ the cosine of the angle between $\mathbf k$ and $\mathbf q$. For $q\ll k_F$, the final state is empty if $k_F-q\mu<k<k_F$ with $\mu>0$. The number of such orbitals in $d\mu$ is

$$\frac{V}{(2\pi)^3}\,2\pi k_F^2\,q\mu\,d\mu=\frac{Vk_F^2q}{4\pi^2}\,\mu\,d\mu,
\qquad \Delta_k\simeq k_Fq\mu .$$

The second electron has the same distribution, by inversion $\mathbf p\to-\mathbf p$. Hence

$$\sum_{\mathbf k,\mathbf p}\frac1{\Delta_k+\Delta_p}
\simeq\frac{V^2k_F^3q}{16\pi^4}\,I,\qquad
I=\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu .$$

The inner integral is $\mu-\mu^2\ln[(1+\mu)/\mu]$. Integration by parts gives $\int_0^1\mu^2\ln(1+\mu)d\mu=\frac23\ln2-\frac5{18}$, and $\int_0^1\mu^2\ln\mu\,d\mu=-\frac19$. Thus

$$I=\frac12-\frac23\ln2+\frac5{18}-\frac19=\frac23(1-\ln2)=0.2046 .$$

Replace $\sum_{\mathbf q}$ by $V\int q^2dq/(2\pi^2)$ and use $N/V=k_F^3/(3\pi^2)$:

$$E_{\rm dir}\simeq-\frac{2V}{N}\int\frac{q^2dq}{2\pi^2}\,
\frac{16\pi^2}{q^4}\,\frac{k_F^3q}{16\pi^4}I
=-C\int\frac{dq}{q},\qquad
C=\frac{3I}{\pi^2}=\frac{2(1-\ln2)}{\pi^2}.$$

So $C=0.06218$ hartree. The powers have separate origins: $q^2$ from the volume of transfers, $q^{-4}$ from two bare Coulomb factors, $q^2$ from two Pauli-restricted shells, and $q^{-1}$ from the vanishing excitation energy.

Since $k_F/q_{\min}=(3\pi^2N)^{1/3}/(2\pi)$,

$$E_{\rm dir}=-C\ln\frac{k_F}{q_{\min}}+\text{const}
=-\frac C3\ln N+\text{const}.$$

The discrete transfers near $q_{\min}$ affect the constant, not the leading logarithm: the contribution of each fixed integer vector $\mathbf m=L\mathbf q/2\pi$ approaches a finite value as $N$ grows. With kinetic denominators density drops out altogether, because $v_q^2/V^2$ and $\Delta$ both scale as $L^{-2}$ at fixed integer vectors.

## Can second-order exchange cancel it?

Exchange has the opposite sign, so the question is fair. At small $q$ one factor $v_q$ is replaced by $v_x$, and the integrand becomes

$$q^2dq\;q^{-2}\;q^2\;q^{-1}\langle v_x\rangle=q\,dq\,\langle v_x\rangle .$$

After inversion of $\mathbf p$, $v_x=4\pi/|\mathbf k+\mathbf p+\mathbf q|^2$. At leading order its denominator can vanish only for antiparallel $\mathbf k,\mathbf p$, hence at $\mu=\nu=0$. If $\phi$ is the azimuthal deviation from antiparallel, then $|\mathbf k+\mathbf p|^2\simeq k_F^2[(\mu+\nu)^2+\phi^2]$. The $\phi$ integral grows as $1/(\mu+\nu)$; multiplied by the weight $\mu\nu/(\mu+\nu)$ it stays bounded. The average is finite and small transfers cause no divergence. The region where $v_x$ itself is singular is the same region with the two final states interchanged.

The known infinite-gas value, quoted here for comparison and not needed for the argument, is $\frac16\ln2-3\zeta(3)/(4\pi^2)=0.0242$ hartree. The sum for 970 electrons, cut off at transfers of $3k_F$, gives 0.0226 hartree, 6% below it; the gap contains the omitted large transfers as well as the effect of the finite cell. A constant of this size cannot cancel a growing logarithm.

## Canonical MP2 grows more slowly

A defender may object that MP2 proper uses Hartree–Fock (HF) orbital energies. This changes the law. The exchange energy of a plane wave is

$$\Sigma(k)=-\frac1{\pi k}\int_0^{k_F}p\ln\left|\frac{k+p}{k-p}\right|dp
=-\frac1\pi\left[k_F+\frac{k_F^2-k^2}{2k}\ln\left|\frac{k+k_F}{k-k_F}\right|\right],$$

where the first form follows from the angular integral of $4\pi/|\mathbf k-\mathbf p|^2$. Put $k=k_F(1+\delta)$. Near the Fermi surface,

$$\epsilon\simeq\text{const}+k_F^2\delta+\frac{k_F}{\pi}\,\delta\ln\frac2{|\delta|},$$

so the HF velocity diverges logarithmically. Let $x=q/k_F$. An excitation crosses a total width $x\mu$ in $\delta$, with a fraction $t$ below the surface and $1-t$ above. Adding the two parts gives

$$\Delta\simeq k_F^2x\mu\left\{1+\frac{1}{\pi k_F}
\left[\ln\frac2x-\ln\mu+H(t)\right]\right\},$$

$$H(t)=-t\ln t-(1-t)\ln(1-t),\qquad \int_0^1H\,dt=\frac12 .$$

Write $E_{\rm dir}=-\int(dx/x)\,g(x)$, so that $g\to C$ for kinetic energies. Expanding the denominator to first order in the terms that do not grow with $\ln(2/x)$, and averaging with weight $\mu\nu/(\mu+\nu)$, gives

$$g_{\rm HF}(x)\simeq\frac{C}{1+[\ln(2/x)+c]/(\pi k_F)},\qquad
c=\left\langle\frac{\mu h(\mu)+\nu h(\nu)}{\mu+\nu}\right\rangle,$$

with $h(\mu)=\frac12-\ln\mu$ and, numerically, $c=0.990$. Integrating from $x_2$ up to $x_1$, the energy is lowered by

$$C\pi k_F\ln\frac{\pi k_F+\ln(2/x_2)+c}{\pi k_F+\ln(2/x_1)+c}.$$

As $x_2\to0$ this grows as $C\pi k_F\ln\ln(1/x_2)$. The statement "MP2 diverges as $\ln N$" therefore holds for kinetic denominators; canonical MP2 has a double logarithm. The single logarithm is imitated only while $\ln(2/x)+c\ll\pi k_F$, which requires high density. At $r_s=4$ bohr, $\pi k_F=1.507$, and there is no such window.

In a finite cell I also lower each occupied HF level by $2.837/L$, the Madelung term of the cubic cell (an Ewald sum in the program), which stands in for the omitted zero-transfer exchange. Relative to $k_Fq$ with $q=|\mathbf m|\,2\pi/L$, this shift is $2.837/(2\pi k_F|\mathbf m|)=0.94/|\mathbf m|$. It matters for the first few transfers and fades for the many that lie between $q_{\min}$ and $k_F$, so it does not remove the growth.

## Reading the cells again

The sums below keep transfers up to $3k_F$, at $r_s=4$ bohr. Energies are in hartree per electron.

| $N$ | kinetic, direct | kinetic, MP2 | HF, MP2 |
|---|---|---|---|
| 14 | −0.0718 | −0.0481 | −0.0200 |
| 54 | −0.0715 | −0.0517 | −0.0228 |
| 186 | −0.1075 | −0.0852 | −0.0339 |
| 970 | −0.1335 | −0.1109 | −0.0429 |

The omitted direct contribution beyond $3k_F$, evaluated for the infinite gas with kinetic denominators, is $-0.0017$ hartree, too small to affect this reading. Removing the cutoff in the cells of 14, 54 and 186 electrons lowers the kinetic direct entries by 0.0017 to 0.0018 hartree, the kinetic MP2 entries by 0.0008 hartree and the HF entries by 0.0007 hartree, so the last digits shown belong to the truncated sums.

The apparent convergence between 14 and 54 electrons does not survive the next cell. The smooth law would give a lowering of $0.0207\ln(54/14)=0.028$ hartree, yet the direct term rises by 0.0003 (0.0004 without the cutoff). From 54 to 970 electrons the law gives $0.0207\ln(970/54)=0.060$ hartree, and the sums give 0.062. The closeness of these two numbers is itself an accident of the endpoints: from 54 to 186 electrons the law gives 0.026 and the sums 0.036, from 186 to 970 the law gives 0.034 and the sums 0.026. The agreement of the 14-electron total with RPA is equally accidental: at 970 electrons the kinetic MP2 energy is 2.4 times the RPA value.

Individual cells scatter because the occupied integer vectors form a rough sphere. At $N=970$ the smallest transfer can excite 69 orbitals per spin, against 74.6 for a smooth sphere. Over 36 shell choices from $N=970$ to 43758, the deviation of the energy from a fitted logarithm has a correlation of $-0.94$ with the relative excess of this count: more excitable orbitals go with a lower energy. That the same roughness hides the growth between 14 and 54 electrons is a conjecture, since those cells lie outside the range examined.

Scatter also makes a slope from few cells unreliable. Three cells, $N=970$, 5106 and 23674, give $-0.0236$ hartree per unit of $\ln N$, 14% steeper than $-C/3=-0.0207$. The 36 shell choices, with transfers up to $k_F$, give $-0.0206$. The test demanded agreement within 8%; the closer match should not be read as a measurement of that precision.

The HF column grows too, more than doubling in magnitude from 14 to 970 electrons. Four cells cannot establish a double logarithm. That law was tested instead in the infinite-gas integral: between $x=10^{-3}$ and $10^{-7}$ direct quadrature gives a lowering of 0.06079 hartree and the formula 0.06075, while kinetic denominators give 0.573.

For a more tangible scale, enlarge the 970-electron cell to 1000 times as many electrons. Then $x_{\min}$ falls from 0.205 to 0.0205. Kinetic denominators lower the energy by $0.0207\ln1000=0.143$ hartree. For HF denominators, $C\pi k_F=0.0937$ hartree and $\ln(2/0.205)=2.28$, so the estimate is

$$0.0937\,\ln\frac{1.51+2.28+2.30+0.99}{1.51+2.28+0.99}\simeq0.037\ \text{hartree}.$$

This is about four fifths of the whole RPA correlation energy. The divergence of canonical MP2 is slow, but it is not negligible.

## What removes the divergence

The bare interaction is the fault, as summing the ring terms shows. Define

$$\Pi(q,i\omega)=\frac4V\sum_{\mathbf k}\frac{\Delta_k}{\Delta_k^2+\omega^2},
\qquad
\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)},$$

with kinetic $\Delta_k$ and the same Pauli restriction as before. The second identity turns the direct term into

$$E_{\rm dir}=\frac1N\sum_{\mathbf q}\int_0^\infty\frac{d\omega}{2\pi}
\left[-\frac12y^2\right],\qquad y=v_q\Pi .$$

In RPA the response at interaction strength $\lambda$ is $\Pi/(1+\lambda y)$. The interaction energy of the resulting density fluctuations, less its value without interaction in the response, is integrated over $\lambda$:

$$\int_0^1\left(\frac{y}{1+\lambda y}-y\right)d\lambda=\ln(1+y)-y
=-\frac{y^2}{2}+\frac{y^3}{3}-\cdots .$$

This replaces the bracket. The direct MP2 term is the first term of a series in $y$, and the small-$q$ shell gives

$$y\simeq\frac{4k_F}{\pi q^2}\int_0^1\frac{\mu^2d\mu}{\mu^2+u^2},
\qquad u=\frac{\omega}{k_Fq}.$$

At fixed $u$, $y$ grows without bound as $q\to0$, so truncating the series is unjustified there. In the full expression the term $-y$ dominates. Its integral follows from $\int_0^\infty du\,\mu^2/(\mu^2+u^2)=\pi\mu/2$, which gives $\int_0^\infty y\,d\omega=k_F^2/q$. The logarithmic term stays finite: for $\omega\gg k_Fq$, $y\to\omega_p^2/\omega^2$ with $\omega_p^2=4\pi N/V$, and $\int_0^\infty\ln(1+\omega_p^2/\omega^2)d\omega=\pi\omega_p$. Hence

$$g_{\rm RPA}\simeq\frac{3\pi^2}{k_F^3}\,\frac{q^3}{2\pi^2}\,\frac1{2\pi}\,\frac{k_F^2}{q}
=\frac{3q^2}{4\pi k_F},$$

and $\int(dq/q)\,g_{\rm RPA}$ converges. At $x=0.01$ the values of $g$ are 0.0622 hartree for kinetic MP2, 0.0120 for HF MP2 and $1.1\times10^{-5}$ for RPA. HF energies weaken the small transfers; screening suppresses them.

The high-density limit supplies a second check. Screening sets in where $y\sim1$, that is, at $q_c/k_F\sim\sqrt{4/(\pi k_F)}\propto\sqrt{r_s}$. Cutting the kinetic logarithm there gives $-C\ln(k_F/q_c)=\frac C2\ln r_s+\text{const}$. The RPA energies at $r_s=10^{-4}$ and $10^{-3}$ bohr have slope 0.03108 hartree per unit of $\ln r_s$, against $C/2=0.03109$. The logarithm that MP2 assigns to cell size belongs to the density.

RPA is not a complete answer either: it omits second-order exchange, among other terms. What it repairs is the small-transfer divergence.

## How far the objection reaches

The calculation is for jellium. The power counting carries over to a crystal if it has a Fermi surface with intraband excitations whose overlap tends to one as $q\to0$; no crystal was computed here. With a gap the counting differs. Orbital orthogonality makes each transition amplitude of $e^{i\mathbf q\cdot\mathbf r}$ proportional to $q$, so the squared two-electron matrix element behaves as $q^{-4}q^2q^2$, a constant, and the denominator stays finite. The integrand is then $q^2dq$, which converges. A finite second-order limit in an insulator is therefore no evidence for a metal.

The manuscript may claim an MP2 energy for a stated cell, with its electron number and choice of denominators. It may not call that energy an approximation to the bulk value, because at second order there is no bulk value to approach. An extrapolation in $1/N$ would return a number, but one set by the cells chosen. The numerical output below gives the six cells summed to $3k_F$, the summary of the 36-shell fit, and the values of $g$.

## Numbers as computed

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, pi*kF = 1.5073
angular integral = 0.204569
C = 0.062181 hartree, C/3 = 0.020727 hartree
Madelung number (times 1/L) = 2.83730
tabulated cell sums keep transfers up to 3.0 kF
direct term beyond cutoff, continuum = -0.001716 hartree/electron
Cells, energies in hartree/electron:
N=14: L=15.541 bohr, qmin=0.4043 1/bohr, qmin/kF=0.8427
  kinetic: direct -0.07182, exchange 0.02370, MP2 -0.04812
  HF:      direct -0.03001, exchange 0.01005, MP2 -0.01996
N=54: L=24.372 bohr, qmin=0.2578 1/bohr, qmin/kF=0.5373
  kinetic: direct -0.07152, exchange 0.01983, MP2 -0.05168
  HF:      direct -0.03222, exchange 0.00939, MP2 -0.02283
N=186: L=36.807 bohr, qmin=0.1707 1/bohr, qmin/kF=0.3558
  kinetic: direct -0.10749, exchange 0.02233, MP2 -0.08517
  HF:      direct -0.04433, exchange 0.01043, MP2 -0.03390
N=970: L=63.828 bohr, qmin=0.0984 1/bohr, qmin/kF=0.2052
  kinetic: direct -0.13354, exchange 0.02263, MP2 -0.11091
  HF:      direct -0.05371, exchange 0.01081, MP2 -0.04289
Larger cells, kinetic denominators, direct term only:
N=5106: -0.17546 hartree/electron
N=23674: -0.20896 hartree/electron
slope from three cells only (N=970, 5106, 23674): -0.023631 hartree per ln N
slope from 36 shells, N=970 to 43758, transfers up to 1.0 kF: -0.020602 hartree per ln N
predicted slope -C/3: -0.020727 hartree per ln N
rms scatter about the fit: 0.003359 hartree/electron
N=970: orbitals per spin excitable by qmin: 69, smooth sphere 74.6
correlation of scatter with surface excess: -0.942
exchange limit, infinite cell = 0.024179 hartree/electron
g(q) in hartree at x=q/kF: kinetic, HF, RPA
x=5e-01: 0.059042, 0.023093, 1.400e-02
x=1e-01: 0.062055, 0.017100, 9.938e-04
x=1e-02: 0.062180, 0.012048, 1.129e-05
x=1e-03: 0.062181, 0.009293, 1.144e-07
x=1e-04: 0.062181, 0.007564, 1.145e-09
HF shell constant c = 0.99045
HF law for g at x=1e-4: 0.007558 hartree
energy lowering from x=1e-03 down to x=1e-07:
  kinetic 0.57271, HF 0.06079, HF law 0.06075 hartree/electron
kinetic lowering for N -> 1000 N: 0.14318 hartree/electron
RPA correlation energy at rs=4.0: -0.04682 hartree/electron
RPA high-density slope: 0.031081 hartree per ln rs (C/2 = 0.031091)
```
